# Quarter-power and cube-root ripening laws for caps on a substrate

Caps with a mean curvature radius of 50 nm are annealed for one hour and coarsen to 92 nm. How large will they be after 100 hours? If the cube of the mean radius is taken to grow linearly in time, the two measurements give

$$[50^3+100\,(92^3-50^3)]^{1/3}\approx 400\ \text{nm}.$$

If the fourth power grows linearly, the same data give 284 nm. The data cannot choose between these answers, because two points fix a rate but not an exponent. The choice depends on which step limits the exchange of atoms: diffusion across the substrate or attachment at the cap's edge.

## Setting and statement

Each cap is part of a sphere of curvature radius $R$ meeting a flat substrate at contact angle $\theta$. Its base radius is $r=R\sin\theta$. Caps exchange adatoms over the substrate, with no deposition or desorption. The assumptions are:

1. The surface energy $\gamma$ is isotropic, and each cap keeps its equilibrium shape.
2. Caps are immobile and well separated. Each sees the others through an average adatom concentration (mean field).
3. Adatoms are dilute, hold a negligible share of the material, and diffuse in a quasi-steady state.
4. The capillary length $\ell=2\gamma\Omega/kT$ is much smaller than $R$, where $\Omega$ is the atomic volume.
5. The size distribution is self-similar, with the smooth upper tail specified in Lemma 4.

Let $D$ be the adatom diffusivity, $c_0$ the adatom density in equilibrium with a flat surface of the cap material, $k$ the attachment coefficient of the perimeter, and $\lambda=D/k$. Define

$$f=\frac{2-3\cos\theta+\cos^3\theta}{4},\qquad B=\frac{\Omega Dc_0\ell}{2f}.$$

**Theorem.** The mean radius obeys

$$\langle R\rangle^m-\langle R\rangle_0^m=m\,g_m\langle u\rangle_m^m\,K\,t,\qquad g_m=\frac{(m-1)^{m-1}}{m^m}.\tag{1}$$

- Under surface-diffusion control, with the logarithmic resistance $\Lambda$ of Lemma 2 held constant, $m=4$, $K=B/\Lambda$ and $\langle u\rangle_4=1.034$. At late times $\langle R\rangle\propto t^{1/4}$.
- Under perimeter-attachment control, $m=3$, $K=B\sin\theta/\lambda$ and $\langle u\rangle_3=1$. At late times $\langle R\rangle\propto t^{1/3}$.

## Lemma 1: small caps hold a denser adatom gas

*The adatom density in equilibrium with a cap is $c_{\rm eq}=c_0e^{\ell/R}\approx c_0(1+\ell/R)$.*

*Proof.* Write $q=\cos\theta$. Replacing bare substrate by cap–substrate interface changes the energy per area by $-\gamma q$ (Young's relation). A cap of height $h$ and base radius $r$ has curved area $\pi(r^2+h^2)$ and volume $V=\pi h(3r^2+h^2)/6$, so $r^2=2V/(\pi h)-h^2/3$. Its energy is

$$F=\pi\gamma\left[(1-q)\left(\frac{2V}{\pi h}-\frac{h^2}{3}\right)+h^2\right].$$

At fixed $V$, $\partial F/\partial h=0$ gives $V=\pi h^3(2+q)/[3(1-q)]$. This is the volume of a cap with contact angle $\theta$, for which $h=R(1-q)$. Substitution, with $(1-q)^2(2+q)=2-3q+q^3=4f$, gives

$$V=\frac{4\pi}{3}fR^3.$$

For this shape the curved area is $2\pi R^2(1-q)$ and the base area $\pi R^2(1-q^2)$. Hence

$$F=\pi\gamma R^2[2(1-q)-q(1-q^2)]=4\pi f\gamma R^2,$$

$$\frac{dF}{dV}=\frac{8\pi f\gamma R}{4\pi fR^2}=\frac{2\gamma}{R}.$$

The factor $f$ cancels: the pressure is that of a full sphere of the same curvature. An atom in the cap has chemical potential $2\gamma\Omega/R$ relative to the flat material. A dilute adatom gas has $kT\ln(c/c_0)$ on the same scale. Equating them gives the result. $\square$

## Lemma 2: two resistances in series

*Let $\bar c$ be the mean-field concentration at which the caps exchange no net material. The number of atoms entering a cap per unit time is*

$$J=\frac{2\pi D(\bar c-c_{\rm eq})}{\Lambda+\lambda/r},\qquad \Lambda=\frac{K_0(x)}{xK_1(x)},\quad x=\frac r\xi,\tag{2}$$

*where $K_0,K_1$ are modified Bessel functions, $n$ is the number of caps per area and $\xi^{-2}=2\pi n\langle(\Lambda+\lambda/r)^{-1}\rangle$.*

*Proof.* Suppose each cap responds to the smoothed local concentration $c$ as in (2). Caps then remove $n\langle J\rangle=D(c-\bar c)/\xi^2$ atoms per area and time, which vanishes at $c=\bar c$ as required. Around one chosen cap the steady balance is $\nabla^2c=(c-\bar c)/\xi^2$. The solution that tends to $\bar c$ far away is $c=\bar c-AK_0(\rho/\xi)$.

Since $K_0'=-K_1$, the inward current at $\rho=r$ is $J=2\pi rD\,c'(r)=2\pi DA\,xK_1(x)$. Eliminating $A$,

$$\bar c-c(r)=AK_0(x)=\frac{J}{2\pi D}\Lambda .$$

Attachment at the perimeter obeys $J=2\pi rk[c(r)-c_{\rm eq}]$, so

$$c(r)-c_{\rm eq}=\frac{J}{2\pi D}\frac{\lambda}{r}.$$

Adding the two differences gives (2), consistent with the supposed response. $\square$

At low coverage $xK_1\to1$ and $\Lambda\approx\ln(1.12\,\xi/r)$. This is the logarithm of two-dimensional diffusion, cut off by the neighbouring caps.

The mean-field step can be tested by solving the Laplace problem for about 2000 equal discs at random positions with random edge concentrations, each disc being represented by a point sink at its centre. Pairs of discs that were too close were thinned out. The response of a disc's current to its own edge concentration agreed with (2) to within about 5%, the scatter between sets of positions included, for coverages of 0.2% and 2% and for $\lambda/r=0$ and 5.

## Lemma 3: growth of one cap

*Define the critical radius $R^*$ by $\bar c=c_0(1+\ell/R^*)$. In the two limits*

$$\frac{dR}{dt}=\frac{K}{R^{m-1}}\left(\frac{R}{R^*}-1\right).\tag{3}$$

*Proof.* Each atom adds volume $\Omega$, so $4\pi fR^2\,dR/dt=\Omega J$. Lemma 1 gives $\bar c-c_{\rm eq}=c_0\ell(1/R^*-1/R)$. Therefore

$$\frac{dR}{dt}=\frac{B}{R^2(\Lambda+\lambda/r)}\left(\frac1{R^*}-\frac1R\right)=\frac{B}{R^3(\Lambda+\lambda/r)}\left(\frac R{R^*}-1\right).$$

If $\lambda/r\ll\Lambda$, the prefactor is $(B/\Lambda)R^{-3}$, so $m=4$. If $\lambda/r\gg\Lambda$, then $1/(\lambda/r)=R\sin\theta/\lambda$ cancels one power of $R$, so $m=3$. $\square$

The difference of one in the exponent has a plain cause. A longer perimeter offers more attachment sites, in proportion to $R$, whereas the diffusion resistance depends on size only through a logarithm.

Caps above $R^*$ grow and caps below it shrink. Conservation of volume, $\sum R^2\,dR/dt=0$, fixes $R^*$:

$$m=4:\ \sum\left(\frac1{R^*}-\frac1R\right)=0\ \Rightarrow\ \frac1{R^*}=\left\langle\frac1R\right\rangle,$$

$$m=3:\ \sum\left(\frac R{R^*}-1\right)=0\ \Rightarrow\ R^*=\langle R\rangle.$$

## Lemma 4: the self-similar distribution

*Let $u=R/R^*$. A self-similar distribution requires $R^{*\,m-1}\,dR^*/dt=gK$ with constant $g$. A smooth upper tail together with finite volume selects $g=g_m$.*

*Proof.* Let $F(R,t)\,dR$ now denote the number of caps per area in $dR$. Constant volume requires $F=CR^{*-4}p(u)$, because then $\int R^3F\,dR=C\int u^3p\,du$ does not change. The number density is $n=CR^{*-3}$ when $\int p\,du=1$.

Put $w=u^{1-m}(u-1)$, so that (3) reads $\dot R=KR^{*\,1-m}w$. The two terms of the continuity equation $\partial_tF+\partial_R(F\dot R)=0$ are

$$\partial_tF=-C\dot R^*R^{*-5}(4p+up'),\qquad \partial_R(F\dot R)=CKR^{*-4-m}(pw)'.$$

Dividing by $CKR^{*-4-m}$ gives

$$(pw)'=g\,(4p+up'),\qquad g=\frac{R^{*\,m-1}\dot R^*}{K}.$$

The functions of $u$ do not depend on time, so neither can $g$. (The exception $4p+up'=0$ means $p\propto u^{-4}$, which cannot be normalised at $u=0$.) With $v=w-gu$ this becomes

$$(pv)'=3gp.\tag{4}$$

Here $v$ is the drift velocity of a cap along the $u$ axis, in units of $K/R^{*m}$. Write $v=u\,[(u-1)/u^m-g]$. The function $(u-1)/u^m$ has derivative $u^{-m}[1-m(u-1)/u]$, so it peaks at $u_0=m/(m-1)$. Its peak value is

$$\frac{1}{m-1}\left(\frac{m-1}{m}\right)^m=\frac{(m-1)^{m-1}}{m^m}=g_m .$$

There are three cases.

- $g>g_m$: the drift is negative everywhere and the distribution has no upper limit. At large $u$, $v\approx-gu$ and (4) gives $p\propto u^{-4}$. The volume integral $\int u^3p\,du$ then diverges, so this case is excluded.
- $g<g_m$: $v$ vanishes at $u_1<u_0$ and $u_2>u_0$, and is positive between them. A distribution ending at $u_1$ is possible, and it ends as a finite power of $u_1-u$. Any caps beyond $u_1$ would drift to $u_2$ and stay there. Their volume would grow as $R^{*3}$, which contradicts conservation. This case therefore needs a distribution that ends as a finite power, not with the smooth tail of assumption 5.
- $g=g_m$: the two zeros merge at $u_0$. Caps above $u_0$ would again give the excluded $u^{-4}$ tail, so the distribution ends at $u_0$, and $p$ vanishes there faster than any power, as shown next. This is the smooth-tailed case of assumption 5. $\square$

**The distribution itself.** Let $S(u)$ be the fraction of caps above $u$. Integrating (4) from $u$ to $u_0$, where $pv\to0$, gives $-pv=3gS$. Since $S'=-p$,

$$\frac{S'}{S}=\frac{3g}{v}=-\frac{3g\,u^{m-1}}{1-u+gu^m}.$$

The denominators factor, with $Q=u^2+\tfrac83u+\tfrac{16}3$:

$$1-u+\tfrac4{27}u^3=\tfrac4{27}(u-\tfrac32)^2(u+3),\qquad 1-u+\tfrac{27}{256}u^4=\tfrac{27}{256}(u-\tfrac43)^2Q.$$

The factor $g$ cancels. For partial fractions, the double-pole coefficient is the value at $u_0$ of the remaining factor ($u^2/(u+3)$ or $u^3/Q$), and the simple-pole coefficient is its derivative there. The rest follows from $u\to\infty$ and $u=0$:

$$\frac{u^2}{(u-\frac32)^2(u+3)}=\frac{5/9}{u-\frac32}+\frac{1/2}{(u-\frac32)^2}+\frac{4/9}{u+3},$$

$$\frac{u^3}{(u-\frac43)^2Q}=\frac{7/18}{u-\frac43}+\frac{2/9}{(u-\frac43)^2}+\frac{\frac{11}{18}u+\frac89}{Q}.$$

To integrate the last term, use $Q'=2u+\frac83$ to write its numerator as $\frac{11}{36}Q'+\frac2{27}$, and $Q=(u+\frac43)^2+\frac{32}9$. Multiplying the integrals by $-3$ and exponentiating gives

$$S_3\propto(\tfrac32-u)^{-5/3}(u+3)^{-4/3}\exp\left[-\frac{3/2}{\frac32-u}\right],$$

$$S_4\propto(\tfrac43-u)^{-7/6}Q^{-11/12}\exp\left[-\frac{2/3}{\frac43-u}-\frac{1}{6\sqrt2}\arctan\frac{3u+4}{4\sqrt2}\right],$$

each normalised by $S(0)=1$. The exponentials produce the smooth end at $u_0$. The mean is $\langle u\rangle=-\int uS'\,du=\int_0^{u_0}S\,du$, which gives 1.034 for $m=4$ and 1 for $m=3$. The standard deviation divided by the mean is 0.152 and 0.215 respectively.

## Proof of the theorem

By Lemma 4, $d(R^{*m})/dt=mR^{*\,m-1}\dot R^*=mg_mK$, so $R^{*m}$ grows linearly. Since $\langle R\rangle=\langle u\rangle R^*$ with constant $\langle u\rangle$, multiplying by $\langle u\rangle^m$ gives (1). Explicitly, $4g_4=27/64$ and $3g_3=4/9$. When $t$ is large enough for the initial term to be negligible, the powers $1/4$ and $1/3$ follow. $\square$

As a test, (3) was integrated for 12,000 caps starting in the derived distribution, with the adatom level set at each step by volume conservation. The growth rate of $\langle R\rangle^m$ agreed with (1) within 1% in both cases.

## Remarks on validity

**Other starting distributions.** A Gaussian start of relative width 0.15 gave exponents of 0.243 and 0.325, measured while the mean radius grew from 2 to about 4 times its initial value. For $m=4$ the relative width was about 0.17 when the mean radius had doubled and about 0.16 when it had quadrupled and only some 300 caps remained, still above the derived 0.152. The exponent thus appears well before the final shape does, and a prefactor read from a short anneal need not be that of (1).

**The logarithm.** At fixed volume $n\propto R^{-3}$, so the coverage $\phi=n\pi r^2$ falls as $1/R$. The caps become sparser relative to their size, and under diffusion control $\Lambda$ rises. For equal caps with $\lambda=0$, the definition of $\xi$ gives $x^2=2\phi/\Lambda$. At low coverage $d\Lambda=-d\ln x$, hence

$$d\Lambda=\tfrac12\,d\ln R+\frac{d\Lambda}{2\Lambda}\quad\Rightarrow\quad\frac{d\Lambda}{d\ln R}=\frac{\Lambda}{2\Lambda-1}.$$

With $dR/dt\propto1/(\Lambda R^3)$, the local inverse exponent is

$$1-\frac{d\ln\dot R}{d\ln R}=4+\frac{d\ln\Lambda}{d\ln R}=4+\frac1{2\Lambda-1}.$$

The quarter law is therefore approached from below. Because $\Lambda R^4$ grows nearly as $t$ and $\Lambda$ as $\ln t$, the late form within this mean field is $\langle R\rangle\sim(t/\ln t)^{1/4}$.

**Crossover.** The ratio $\lambda/r$ falls as caps grow. For fixed $\lambda$, attachment control belongs to small caps and gives way to diffusion control near $r=\lambda/\Lambda$. Here $\Lambda$ must be evaluated at the crossover itself, where the caps are sparser and screen less. In the example below with a barrier, this gives a base radius of about 980 nm; the initial diffusion-controlled value $\Lambda=2.18$ would give about 1970 nm. The cube-root law is then a stage of growth, not its end.

## Worked example: liquid droplets at 500 K

The parameters are round values in the rough regime of liquid indium on a semiconductor: $\gamma=0.55$ J/m², $\Omega=0.027$ nm³, $\theta=60°$, initial mean radius 50 nm and coverage 2%. Adatom sites are $a=0.4$ nm apart, the attempt rate is $\nu=10^{13}$ s⁻¹, the diffusion barrier is 0.3 eV and the adatom formation energy 0.4 eV. With $kT=0.0431$ eV,

$$D=\frac{a^2\nu}{4}e^{-0.3/0.0431}=3.79\times10^8\ \text{nm}^2/\text{s},$$

$$c_0=a^{-2}e^{-0.4/0.0431}=5.81\times10^{-4}\ \text{nm}^{-2}.$$

The capillary length is 4.30 nm and $f=0.156$, so

$$B=\frac{0.027\times3.79\times10^8\times5.81\times10^{-4}\times4.30}{2\times0.156}\approx8.2\times10^4\ \text{nm}^4/\text{s}.$$

**No attachment barrier.** Here $\lambda=0.4$ nm and $\lambda/r=0.009$, far below $\Lambda=2.18$, so diffusion controls. Then $K=B/\Lambda=3.75\times10^4$ nm⁴/s, and $\langle R\rangle^4$ grows at $\frac{27}{64}(1.034)^4K=1.81\times10^4$ nm⁴/s. The mean radius doubles in

$$t=\frac{(2^4-1)\,50^4}{1.81\times10^4}\approx5.2\times10^3\ \text{s}=1.4\ \text{h}.$$

**An assumed barrier of 0.4 eV.** The attachment length becomes $\lambda=a\,e^{0.4/0.0431}=4300$ nm and $\lambda/r=99$, so attachment controls. Now $K=B\sin\theta/\lambda=16.4$ nm³/s, and $\langle R\rangle^3$ grows at $\frac49K=7.3$ nm³/s. Doubling takes $(2^3-1)\,50^3/7.3\approx1.2\times10^5$ s, or 33 h.

After 100 h the ideal laws give mean radii of 284 nm without the barrier and 140 nm with it.

**Neglected effects.** Each change below is relative to the doubling time of the corresponding ideal law. The simulated changes are uncertain by about one percentage point, because the simulation reproduces the ideal laws only to within 1%.

- Letting $\Lambda$ vary with time and with cap size lengthens the diffusion-controlled time by 8% and lowers the measured exponent to 0.238. The local formula gives 0.236 at $\Lambda=2.58$, the value after doubling.
- Using the full $e^{\ell/R}$ shortens it by 4 to 5%.
- Restoring the diffusion resistance lengthens the attachment-controlled time by 7 to 8%. This exceeds the 2% suggested by $2.18/99$ mainly for two reasons. Weakly absorbing caps screen less: for equal caps the definition of $\xi$ gives $x^2=2\phi/(\Lambda+\lambda/r)$, with $\phi$ the coverage, and hence $\Lambda\approx4.0$. Also, $\lambda/r$ halves as the radius doubles, so the ratio of the two resistances rises from 4% to 8%.
- For a cohesive energy of 2.5 eV, desorption and evaporation are negligible. An adatom would travel about $2\times10^8$ nm before desorbing, against a screening length of 320 nm without the attachment barrier and about 2200 nm with it.

**Beside the real case.** Indium is liquid at 500 K, which supports the smooth, rapidly equilibrated cap shape. The surface energy and atomic volume are of the right size, but the activation energies are assumptions, and they dominate the uncertainty. An error of 0.1 eV in the sum of the diffusion and formation energies changes both times by $e^{0.1/0.0431}\approx10$. The 0.4 eV attachment barrier is deliberately large and represents a strongly obstructed perimeter, not a known property of clean indium. Real droplets may also have pinned edges, react with the substrate, or move and merge. These break assumptions 1 and 2, and their effect is not estimated here. The hours quoted are therefore orders of magnitude. An exponent close to 1/4 or 1/3 supports the corresponding limiting step if it holds over several doublings of the radius, atoms travel only over the substrate surface, and these other processes are absent. A moderate barrier gives a value in between: with 0.3 eV instead of 0.4 eV, equal caps in this mean field would show an exponent of about 0.28 over three doublings from 50 nm. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
cap pressure/gamma at V=1: minimised 1.73647, 2/R 1.73647
flux, many islands/mean field, coverage 0.002, lam/r 0.0: 1.007
flux, many islands/mean field, coverage 0.002, lam/r 5.0: 0.998
flux, many islands/mean field, coverage 0.02, lam/r 0.0: 0.968
flux, many islands/mean field, coverage 0.02, lam/r 5.0: 1.002
dLam/dlnR at coverage 0.0001: 0.5526 (Lam 5.199)
m=4: g 0.105469, <u> 1.03382, relative width 0.1520
m=4: largest R/<R> in derived distribution 1.2897
m=4: simulated/derived growth rate 0.9931, inverse exponent 4.007
m=4: derived start, final shape distance 0.0044
m=4: Gaussian start 0.15, exponent 0.2427, width at growth 2 and 4: 0.1702, 0.1638
m=4: widths 0.05 and 0.20 become, at growth 3, 0.1588 and 0.1643
m=3: g 0.148148, <u> 1.00000, relative width 0.2151
m=3: largest R/<R> in derived distribution 1.5000
m=3: simulated/derived growth rate 0.9954, inverse exponent 2.991
m=3: derived start, final shape distance 0.0015
m=3: Gaussian start 0.15, exponent 0.3251, width at growth 2 and 4: 0.2361, 0.2258
m=3: widths 0.05 and 0.20 become, at growth 3, 0.2224 and 0.2326
temperature 500 K, kT 0.04309 eV, contact angle 60 deg, f 0.15625
surface energy 0.55 J/m^2, atomic volume 0.027 nm^3
site spacing 0.4 nm, attempt rate 1e+13 1/s
energies: diffusion 0.3, adatom formation 0.4, cohesion 2.5, barrier 0.4 eV
initial mean R 50 nm, base radius 43.30 nm, coverage 0.02
capillary length 4.302 nm, ell/R 0.0860
D 3.786e+08 nm^2/s, c0 5.808e-04 1/nm^2, B 8.175e+04 nm^4/s
cap density 3.395e-06 1/nm^2, mean spacing 543 nm
screening length 319.8 nm, Lam 2.182
attachment length: no barrier 0.40 nm, barrier 4304 nm
lam/r: no barrier 0.0092, barrier 99.4
crossover base radius lam/Lam with barrier: 1972 nm
K diffusion 3.746e+04 nm^4/s, K attachment 1.645e+01 nm^3/s
slope of <R>^4 1.805e+04 nm^4/s, of <R>^3 7.310e+00 nm^3/s
doubling time, diffusion: 5.193e+03 s = 1.44 h
doubling time, attachment: 1.197e+05 s = 33.25 h
mean R after 1 h: diffusion 91.9 nm, attachment 53.3 nm
mean R after 10 h: diffusion 160.0 nm, attachment 72.9 nm
mean R after 100 h: diffusion 284.0 nm, attachment 140.2 nm
Lam after doubling 2.584
changing logarithm: doubling time x 1.082, effective exponent 0.2384
local estimate 1/(4+1/(2Lam-1)) after doubling: 0.2359
full Gibbs-Thomson exponential, diffusion: doubling time x 0.957
diffusion resistance in attachment case: doubling time x 1.076
adatom path before desorption 2.36e+08 nm
evaporated thickness in attachment doubling time 1.28e-08 nm
adatoms/atoms in caps 5.65e-05, site occupation 9.29e-05
diffusion relaxation time xi^2/D 2.70e-04 s
```
